Two holes on a positively charged acceptor under axial strain

**Problem**

A neutral shallow acceptor in silicon or germanium can bind one extra hole and become the positively charged centre A⁺. Each of its two holes occupies a fourfold level with the angular momentum algebra of j = 3/2. The spatial part of the pair state is symmetric under exchange of the holes. The interaction between them is isotropic, with energy E₀ for total angular momentum J = 0 and E₂ for J = 2. Axial strain along [001] or [111] splits the level of a single hole by

Δ = E(m = ±3/2) − E(m = ±1/2),

where energies are hole energies and m is measured along the strain axis. The common shift due to volume change is dropped, and E₀ and E₂ are taken as independent of strain.

(a) Show that there are six pair states and classify them by J and M.

(b) Find which of the states |J,M⟩ the strain mixes, and obtain all six energies.

(c) Find the composition of the lowest state and discuss weak strain, strong strain and both signs of g = E₀ − E₂.

(d) What remains of the result for a general traceless strain, and what if the interaction has only cubic symmetry?

(e) Evaluate the levels for a centre in the regime of boron in silicon, under a compression of 5 MPa along [001] at 1 K. Take g = 0.2 meV as an assumed value, and estimate what the model neglects.

**Solution**

**(a) The six states**

Holes are fermions. With a symmetric spatial part, the angular momentum part must be antisymmetric. Define

{m,m′} = (|m,m′⟩ − |m′,m⟩)/√2.

This vanishes for m = m′, so the four values of m give 4·3/2 = 6 states:

A = {3/2,−3/2}, M = 0
B = {1/2,−1/2}, M = 0
{3/2,1/2}, M = 2
{3/2,−1/2}, M = 1
{1/2,−3/2}, M = −1
{−1/2,−3/2}, M = −2

The largest M is 2, so a J = 2 multiplet is present and uses one state of each M from −2 to 2. One state with M = 0 is left, and it has J = 0. The values J = 1 and J = 3 belong to the ten exchange-symmetric states, which are excluded here.

To find the J = 0 combination of A and B, use the raising operator J₊ = j₁₊ + j₂₊. For one hole, j₊|1/2⟩ = √3|3/2⟩, j₊|−1/2⟩ = 2|1/2⟩ and j₊|−3/2⟩ = √3|−1/2⟩. Therefore

J₊A = √3{3/2,−1/2},
J₊B = √3{3/2,−1/2} + 2{1/2,1/2} = √3{3/2,−1/2}.

The difference A − B is annihilated by J₊. A state with M = 0 that cannot be raised has J = 0. The orthogonal combination belongs to J = 2:

|0,0⟩ = (A − B)/√2,
|2,0⟩ = (A + B)/√2.

**(b) Interaction, strain and energies**

An isotropic interaction V commutes with every component of the total angular momentum. Since J = 0 and J = 2 each occur once, V is diagonal in J and has one energy per multiplet. It can be written explicitly with

J² = j₁² + j₂² + 2 j₁·j₂ = 15/2 + 2 j₁·j₂,

which gives j₁·j₂ = −15/4 for J = 0 and −3/4 for J = 2. Hence

V = E₂ − (g/3)(j₁·j₂ + 3/4).

The bracket is −3 for J = 0, giving E₂ + g = E₀, and zero for J = 2, giving E₂.

The strain operator is a sum over the holes:

S = (Δ/2)[(j₁z² − 5/4) + (j₂z² − 5/4)].

Each bracket is +1 for m = ±3/2 and −1 for m = ±1/2, which reproduces the one-hole splitting Δ. Thus

SA = ΔA,
SB = −ΔB,

and S gives zero on the other four states, because each contains one hole of either kind. In the coupled basis,

S|0,0⟩ = (ΔA + ΔB)/√2 = Δ|2,0⟩,
S|2,0⟩ = (ΔA − ΔB)/√2 = Δ|0,0⟩,
S|2,M⟩ = 0 for M = ±1, ±2.

This is the complete action of S on the six states. The strain mixes the two M = 0 states with each other and mixes no others. It also has no matrix element between any two states of the J = 2 multiplet, so that multiplet is not split in first order.

Four energies are therefore E₂. The other two follow from the matrix, in the order |0,0⟩, |2,0⟩,

H = [[E₀, Δ],[Δ, E₂]].

Its characteristic equation is

(E₀ − E)(E₂ − E) − Δ² = 0,
E² − (E₀ + E₂)E + E₀E₂ − Δ² = 0.

Since (E₀ + E₂)²/4 − E₀E₂ = (E₀ − E₂)²/4, the roots are

E± = (E₀ + E₂)/2 ± R, R = √(g²/4 + Δ²).

Relative to E₂ they are g/2 ± R. Their product is g²/4 − R² = −Δ², so for Δ ≠ 0 one M = 0 level lies above the quartet and one below it, whatever the sign of g.

As a numerical check, the six-by-six matrix was diagonalized for 40 random sets of E₀, E₂ and Δ between −1 and 1. The largest deviation from these energies was 9 × 10⁻¹⁶ in the same units.

**(c) Composition and limits**

Write the lower state as a|0,0⟩ + b|2,0⟩. Subtracting the mean energy from H, the first row gives

(g/2)a + Δb = −Ra, so b/a = −(R + g/2)/Δ.

With Δ² = (R + g/2)(R − g/2), the J = 2 weight is

b² = (R + g/2)²/[(R + g/2)² + Δ²] = (R + g/2)/(2R) = ½[1 + g/(2R)].

The amplitude of A is (a + b)/√2, so its weight is ½(1 + 2ab). From the ratio above, ab = −Δb²/(R + g/2) = −Δ/(2R), and

weight of A = ½(1 − Δ/R).

For weak strain, |Δ| ≪ |g|, expansion of the root gives R ≈ |g|/2 + Δ²/|g|. If g > 0, then

E₋ ≈ E₂ − Δ²/g, E₊ ≈ E₀ + Δ²/g.

The shifts are quadratic because the strain must first admix the other multiplet.

For strong strain, |Δ| ≫ |g|, R ≈ |Δ| + g²/(8|Δ|). The two M = 0 levels become linear in strain, at the mean energy ± |Δ|, and the lower state places both holes in the lower one-hole doublet: B for Δ > 0 and A for Δ < 0. J is then no longer a useful label for these two states, though M = 0 remains exact. At g = 0 the linear splitting begins at zero strain.

Reversing g at fixed Δ turns g/2 ± R into −g/2 ± R, which reflects the pattern about E₂. For g < 0 the unstrained ground state is the J = 0 singlet; for g > 0 it is the J = 2 quintet.

**(d) General strain and cubic interaction**

Let h be the one-hole operator of any traceless strain. It is even under time reversal T, and T² = −1 for j = 3/2, so its levels are doublets. Zero trace puts them at ±Δ/2, where Δ ≥ 0 now denotes their separation. Call the upper pair u, Tu and the lower pair v, Tv.

The rotationally invariant pair state can be written as ½Σₙ|n⟩T|n⟩. Because T is antilinear, this sum is the same in every orthonormal basis. In the basis u, Tu, v, Tv it becomes

|0,0⟩ = ({u,Tu} + {v,Tv})/√2,

up to a phase. The strain energies of these two pairs are +Δ and −Δ, so S takes |0,0⟩ to Δ times

|q⟩ = ({u,Tu} − {v,Tv})/√2,

and takes |q⟩ back to Δ|0,0⟩. The four remaining pairs have zero strain energy. Everything orthogonal to |0,0⟩ has J = 2 and interaction energy E₂. The spectrum is therefore the one found in (b). For general strain |q⟩ is some combination of the J = 2 states; for the axial strain of (b) it is |2,0⟩, up to a sign.

Isotropy of the interaction is essential. In a cubic crystal the J = 2 quintet may split into a doublet and a triplet even without strain. For a [001] axis, the doublet contains |2,0⟩ and (|2,2⟩ + |2,−2⟩)/√2, while the triplet contains |2,±1⟩ and (|2,2⟩ − |2,−2⟩)/√2. If the doublet lies higher by D, the states M = +2 and M = −2 are coupled by D/2. The statement that only the M = 0 states mix then fails, although the two M = 0 states still mix only with each other.

**(e) Boron in silicon, rough parameters**

Take elastic constants C₁₁ = 166 GPa and C₁₂ = 64 GPa, and deformation potentials b = −1.4 eV for the hole of the neutral acceptor and −2.1 eV for a free hole. The second hole is bound by 2 meV. All are model inputs of rough typical size, and the third figure of C₁₁ carries no weight; g = 0.2 meV is an assumption.

The outer hole of A⁺ is much more weakly bound than the inner one, so the two may occupy different orbitals, α and β. If these were orthogonal, each hole in the symmetric spatial state (αβ + βα)/√2 would be found in either orbital with probability ½, and the strain projected on this state would act on each hole with the mean of the two splittings. In a bound pair the orbitals overlap, so the mean is used here only as an interpolation. Assigning the bound-hole value to one orbital and the free-hole value to the other gives b = −1.75 eV; the effect of using either value alone is given below. This choice is probably too large in magnitude. The reduction of b in a bound state comes from the mixing of heavy and light holes in its envelope, and it does not disappear as the binding weakens. For a zero-range well in the four-band Luttinger model with γ₁ = 4.285, γ₂ = 0.339 and γ₃ = 1.446, b is 0.65 of the free-hole value at any binding energy, about −1.4 eV. The mean is kept below only as an illustrative input.

For stress X along [001] with free sides,

X = C₁₁e_zz + 2C₁₂e_xx,
0 = C₁₂e_zz + (C₁₁ + C₁₂)e_xx.

Subtraction gives e_zz − e_xx = X/(C₁₁ − C₁₂) = −0.005/102 = −4.90 × 10⁻⁵. In the hole-energy convention Δ = 2b(e_zz − e_xx), so

Δ = 2(−1.75 eV)(−4.902 × 10⁻⁵) = 0.1716 meV.

With E₂ = 0,

R = √(0.1000² + 0.1716²) = 0.1986 meV,
E₋ = 0.1000 − 0.1986 = −0.0986 meV,
E₊ = 0.1000 + 0.1986 = 0.2986 meV.

The levels are thus about −0.10 meV, 0 (four times) and 0.30 meV. The lower state has J = 2 weight ½(1 + 0.1000/0.1986) = 0.75, yet the weight of A is just ½(1 − 0.1716/0.1986) = 0.07. It is already close to the pair B, whose own J = 2 weight is one half.

At 1 K, kT = 0.086 meV. Provided both holes stay bound, the lower singlet holds 44% of the population and the quartet 56%. The quartet is higher in energy but has four states. With g and the deformation potentials held fixed, the stress dependence is:

X (MPa): Δ, E₋, E₊ (meV)
−1: 0.034, −0.006, 0.206
−2: 0.069, −0.021, 0.221
−5: 0.172, −0.099, 0.299
−10: 0.343, −0.257, 0.457

The neglected effects have the following sizes at 5 MPa.

Deformation potential. Using the bound-hole or the free-hole value for both holes moves E₋ to −0.070 or −0.129 meV, a change of about 30% either way. By the argument above, the first value is the more plausible one.

Unbound pair states. The strain energy of a pair is at most the free-hole splitting, 0.206 meV, in magnitude. If no other bound pair states exist, the unbound states lie at least 2.0 − 0.2 = 1.8 meV above the unstrained levels. The second-order lowering is then at most 0.206²/1.8 = 0.024 meV, or 24% of |E₋|. This is a bound, not an estimate of the shift. The coupling may also separate M = ±1 from M = ±2. At 10 MPa the bound reaches 0.094 meV, 37% of |E₋|.

Cubic splitting. Take D = 0.02 meV as an assumption and keep the mean energy of the unstrained quintet at E₂ = 0, so that its doublet lies at 0.6D and its triplet at −0.4D. Under the strain the levels become −0.090, −0.008 (three times), 0.012 and 0.302 meV. The quartet is broken, and the lowest level moves by about 9% of |E₋|. This small effect reflects the small D assumed. For D = g = 0.2 meV the levels are −0.080 (three times), −0.016, 0.120 and 0.336 meV, and the M = 0 state is no longer the lowest.

Split-off band. With a spin-orbit splitting of 44 meV, its admixture shifts a free hole with m = ±1/2 by −0.0005 meV and leaves m = ±3/2 unshifted, which is negligible here.

Loss of binding. Strain also lowers the threshold, a neutral acceptor plus a free hole, by half of each one-hole splitting: (0.137 + 0.206)/2 = 0.172 meV. The binding becomes 2.0 − 0.17 + 0.10 ≈ 1.9 meV, still about 22 kT. For strong strain E₋ tends to g/2 − |Δ| and the threshold to 2 meV − |Δ|, so the binding would level off at 1.9 meV, but only because the pair was given the mean of the two deformation potentials that fix the threshold. With −1.4 eV for both bound holes the binding keeps falling, to 1.90, 1.85 and 1.56 meV at 5, 10 and 50 MPa.

Set beside a real centre, the binding energy and deformation potentials are of the right size for boron in silicon, while g and D are not established by this calculation. Silicon devices can break the assumption of a known uniform strain: metal gates cooled to low temperature can produce strains of roughly 10⁻⁴ or more, varying with position. That corresponds to the 10 MPa row or beyond. Between 2 and 10 MPa the lowest level moves from −0.02 to −0.26 meV, so local strain can matter more than any correction listed above. The full numerical output follows.

Numbers as computed

```
Eigenvalues of J^2 on six states: [0. 6. 6. 6. 6. 6.]
Strain matrix/Delta, order (J,M) = [(0, 0), (2, 0), (2, 2), (2, 1), (2, -1), (2, -2)]
    0.00  1.00  0.00  0.00  0.00  0.00
    1.00  0.00  0.00  0.00  0.00  0.00
    0.00  0.00  0.00  0.00  0.00  0.00
    0.00  0.00  0.00  0.00  0.00  0.00
    0.00  0.00  0.00  0.00  0.00  0.00
    0.00  0.00  0.00  0.00  0.00  0.00
Largest level error in 40 random cases: 8.9e-16
Elastic constants C11, C12: 166, 64 GPa
Deformation potential, bound hole: -1.40 eV
Deformation potential, free hole: -2.10 eV
Deformation potential, pair mean: -1.75 eV
Unstrained second-hole binding: 2.00 meV
Assumed g = E0-E2: 0.200 meV (E2 set to 0)
Stress along [001]: -5.0 MPa
Axial strain e_zz-e_xx: -4.9020e-05
One-hole splitting Delta, pair mean: 0.1716 meV
Splitting, bound / free: 0.1373 / 0.2059 meV
Root R: 0.1986 meV
Lower M=0 level: -0.0986 meV
Four M=+-1,+-2 levels: 0.0000 meV
Upper M=0 level: 0.2986 meV
J=2 weight in lower state: 0.7518
{3/2,-3/2} weight in lower state: 0.0680
Temperature: 1.0 K, kT = 0.0862 meV
Population of lower singlet: 0.4378
Population of quartet: 0.5578
Population of upper singlet: 0.0044
Stress MPa | Delta | E- | E+ | binding | closure bound (meV) | J=2 wt
  -1.0   0.0343  -0.0057   0.2057   1.9714   0.0009  0.9729
  -2.0   0.0686  -0.0213   0.2213   1.9527   0.0038  0.9123
  -5.0   0.1716  -0.0986   0.2986   1.9270   0.0235  0.7518
 -10.0   0.3431  -0.2574   0.4574   1.9143   0.0942  0.6399
Neglected effects at the example stress:
  E-, E+ with bound-hole potential: -0.0698, 0.2698 meV
  E-, E+ with free-hole potential: -0.1289, 0.3289 meV
  Unbound-pair coupling, upper bound: 0.0235 meV
  Assumed cubic splitting of J=2: 0.020 meV
  Levels with it (meV): -0.0896 -0.0080 -0.0080 -0.0080 0.0120 0.3016
  Its M=+2/M=-2 coupling: 0.0100 meV
  Spin-orbit splitting: 44.0 meV
  Split-off shift per free hole: -0.000481 meV
  Binding under strain: 1.9270 meV
```
